# The derivative of the X2C renormalization matrix, derived two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the Sylvester equation

### Why a moving nucleus changes the renormalization

An electron near a heavy nucleus is described by a four-component Dirac spinor. Exact two-component (X2C) theory keeps the upper two components and discards the explicit lower ones. The upper part alone carries less than the full norm, so it must be rescaled before it can serve as a wave function. The rescaling depends on the potential and on the basis functions. When a nucleus moves, both change, and the force on that nucleus contains the derivative of the rescaling matrix $R$.

This matrix is a square root: it obeys $RR=\tilde S^{-1}S$, where $S$ is the ordinary overlap matrix and $\tilde S$ the overlap corrected for the lower components. A square root of a number is differentiated by dividing by twice the root. For matrices this rule needs care, because $R$ and its derivative need not commute.

### The matrix Dirac equation

Gaussian units are used, $V$ is the potential energy of the electron, and the energy is counted from $mc^2$. For upper part $\varphi$ and lower part $\chi$ the Dirac equation reads

$$V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=\varepsilon\varphi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2mc^2)\chi=\varepsilon\chi ,$$

with $\mathbf p=-i\hbar\nabla$. Take $n$ linearly independent functions $g_\mu$, spin included, and expand

$$\varphi=\sum_\mu a_\mu g_\mu,\qquad
\chi=\frac{\boldsymbol\sigma\!\cdot\!\mathbf p}{2mc}\sum_\mu b_\mu g_\mu .$$

The second expansion is restricted kinetic balance. Project the first equation on $g_\mu$ and the second on $(\boldsymbol\sigma\cdot\mathbf p/2mc)\,g_\mu$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the factors are as follows.

- The coupling is $c\,p^2/(2mc)=p^2/2m$ in both equations, with matrix $T$.
- The overlap of lower functions is $p^2/(4m^2c^2)$, with matrix $T/(2mc^2)$.
- The term $-2mc^2$ multiplies that overlap and gives $-T$.
- The potential between lower functions gives $W/(4m^2c^2)$, where $W$ is the matrix of $\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$.

With the abbreviation $w=W/(4m^2c^2)-T$ the result is

$$\begin{aligned}
Va+Tb&=\varepsilon\,Sa,\\
Ta+wb&=\varepsilon\,\frac{T}{2mc^2}\,b .
\end{aligned}\tag{1}$$

From here on $V$ denotes the matrix of the potential energy. There are $2n$ solutions. I assume that the upper $n$ of them, the positive-energy states, are separated by a gap from the other $n$. The name refers to this branch of the spectrum; since $\varepsilon$ is counted from $mc^2$, its bound states have $\varepsilon<0$. Collect the positive-energy coefficients as columns of $A$ and $B$, and assume that $A$ is invertible. Then $X=BA^{-1}$ is defined, and $b=Xa$ for every positive-energy state.

The norm of such a state is

$$a^\dagger Sa+\frac{b^\dagger Tb}{2mc^2}=a^\dagger\tilde Sa,\qquad
\tilde S=S+\frac{X^\dagger TX}{2mc^2}.\tag{2}$$

Add $X^\dagger$ times the second line of (1) to the first line and insert $b=Xa$. This gives an equation for the upper coefficients alone:

$$La=\varepsilon\tilde Sa,\qquad L=V+TX+X^\dagger T+X^\dagger wX.\tag{3}$$

### Why the rescaling is a square root

We want coefficients $c$ with the ordinary normalization $c^\dagger Sc=1$, related to the old ones by $a=Rc$. (The vector $c$ will always stand beside a matrix, and the speed of light occurs in the combination $mc^2$ or $m^2c^2$.) Since $a^\dagger\tilde Sa=c^\dagger R^\dagger\tilde SRc$, norms and overlaps are preserved if

$$R^\dagger\tilde SR=S.\tag{4}$$

This condition leaves freedom: if $R$ satisfies it, so does $RQ$ for every $Q$ with $Q^\dagger SQ=S$. To remove the freedom, we pass to the symmetrically orthonormalized basis and require the rescaling matrix to be Hermitian and positive there. Define

$$\rho=S^{1/2}RS^{-1/2},\qquad K=S^{-1/2}\tilde SS^{-1/2}.$$

Multiplying (4) by $S^{-1/2}$ on both sides gives $\rho^\dagger K\rho=1$. The symmetric choice is the Hermitian positive matrix $\rho=K^{-1/2}$, and therefore

$$R=S^{-1/2}\left(S^{-1/2}\tilde SS^{-1/2}\right)^{-1/2}S^{1/2}.\tag{5}$$

Squaring, the inner factors $S^{1/2}S^{-1/2}$ cancel, and $K^{-1}=S^{1/2}\tilde S^{-1}S^{1/2}$ leaves

$$RR=S^{-1/2}K^{-1}S^{1/2}=\tilde S^{-1}S\equiv G.\tag{6}$$

In general $R$ is not Hermitian. The product $\tilde SR$ is, because $\tilde S=S^{1/2}KS^{1/2}$ gives $\tilde SR=S^{1/2}K^{1/2}S^{1/2}$.

### The eigenbasis

Both $S$ and $\tilde S$ are Hermitian and positive definite, so the generalized eigenvalue problem

$$SZ=\tilde SZ\Lambda,\qquad Z^\dagger\tilde SZ=1\tag{7}$$

has a complete solution with real diagonal $\Lambda$. The normalization says that $Z^{-1}=Z^\dagger\tilde S$. Multiplying the first equation by $\tilde S^{-1}$ gives $GZ=Z\Lambda$, so $G=Z\Lambda Z^{-1}$.

The eigenvalues have a direct meaning. For one column $z$ of $Z$,

$$\lambda=z^\dagger Sz=1-\frac{(Xz)^\dagger T(Xz)}{2mc^2}.$$

Thus $\lambda$ is the share of the norm carried by the upper component, for the combination of positive-energy states whose upper coefficients are $z$. It is positive because $S$ is positive definite, and it does not exceed 1 because $T$ has no negative eigenvalue.

The matrix $R$ in (5) is similar to $K^{-1/2}$, so its eigenvalues are positive. This identifies it among the roots of $G$. Let $Q$ be any root of $G$ with positive eigenvalues. It commutes with $Q^2=G$, so it maps each eigenspace of $G$ into itself. In the eigenspace of $\lambda$ we have $(Q+\sqrt\lambda)(Q-\sqrt\lambda)=0$. The first factor is invertible there, since its eigenvalues are positive, and hence $Q=\sqrt\lambda$ in that space. Therefore

$$R=Z\Lambda^{1/2}Z^{-1}.\tag{8}$$

### Differentiation and solution

Let $\xi$ be a real parameter, such as a nuclear coordinate, and let a prime denote $d/d\xi$. Differentiating $\tilde S\tilde S^{-1}=1$ gives $(\tilde S^{-1})'=-\tilde S^{-1}\tilde S'\tilde S^{-1}$. The right side of (6) then has the derivative

$$G'=\tilde S^{-1}S'-\tilde S^{-1}\tilde S'\tilde S^{-1}S=\tilde S^{-1}\left(S'-\tilde S'RR\right).$$

The product rule on the left side, with the order of factors kept, yields

$$R'R+RR'=\tilde S^{-1}\left(S'-\tilde S'RR\right).\tag{9}$$

This is a Sylvester equation: the unknown $R'$ appears linearly, once multiplied from the right and once from the left. Write $R'=ZMZ^{-1}$. This is no restriction, since it merely defines $M=Z^{-1}R'Z$. It does not say that $Z$ is held fixed while $\xi$ changes. Multiply (9) by $Z^{-1}$ from the left and by $Z$ from the right. On the left side (8) gives $M\Lambda^{1/2}+\Lambda^{1/2}M$. On the right side $Z^{-1}\tilde S^{-1}=Z^\dagger\tilde S\tilde S^{-1}=Z^\dagger$ and $RRZ=Z\Lambda$, so

$$M\Lambda^{1/2}+\Lambda^{1/2}M=N,\qquad N=Z^\dagger S'Z-Z^\dagger\tilde S'Z\Lambda.\tag{10}$$

Because $\Lambda$ is diagonal, element $ij$ of the left side is $M_{ij}\sqrt{\lambda_j}+\sqrt{\lambda_i}M_{ij}$. The equations decouple, and the result is

$$\boxed{R'=ZMZ^\dagger\tilde S,\qquad
M_{ij}=\frac{\left(Z^\dagger S'Z\right)_{ij}-\left(Z^\dagger\tilde S'Z\right)_{ij}\lambda_j}{\sqrt{\lambda_i}+\sqrt{\lambda_j}}}\tag{11}$$

All denominators are positive, so the solution exists and is unique. Equal eigenvalues cause no difficulty. The eigenvectors may then be rotated among themselves by a unitary matrix, but the denominator is constant within each pair of eigenspaces. Hence $N$ and $M$ rotate together and $R'$ is unchanged. The matrix $Z$ does not depend on which parameter is varied, so one diagonalization serves all nuclear coordinates.

If $R'$ commuted with $R$, equation (9) would give $R'=\tfrac12R^{-1}G'$. In the eigenbasis this replaces the denominator $\sqrt{\lambda_i}+\sqrt{\lambda_j}$ by $2\sqrt{\lambda_i}$. Diagonal elements of $M$ agree, but off-diagonal ones with $N_{ij}\neq0$ agree only for $\lambda_i=\lambda_j$.

The rule becomes accurate in the weakly relativistic limit. In a fixed basis, where the energies $\varepsilon$ and coefficients of the positive-energy states stay bounded, the second line of (1) gives $T(a-b)\to0$ as the speed of light grows. Since $T$ is positive definite, $X\to1$ and $\tilde S-S\to T/(2mc^2)$. The expansion below needs every eigenvalue of $S^{-1}T$ to be small against $mc^2$. A basis with tight core functions for a heavy atom does not meet this condition at the physical speed of light. For the platinum hydride basis used later, the first-order $R'$ deviates by about 12 times the largest element of the true $R'$; the deviation falls to 28% and 3% when $c$ is multiplied by 10 and 30, and the error of the commuting rule falls to 2% and 0.3%. Expanding (6) and its root to first order,

$$G\approx1-\frac{S^{-1}T}{2mc^2},\qquad R\approx1-\frac{S^{-1}T}{4mc^2},\qquad
R'\approx-\frac{(S^{-1}T)'}{4mc^2}.$$

### A case to follow by hand

Take the dimensionless model

$$S=\begin{pmatrix}1&0.5\\0.5&1\end{pmatrix},\quad
\tilde S=\begin{pmatrix}1.2&0.5\\0.5&1.6\end{pmatrix},\quad
S'=\begin{pmatrix}0&0.1\\0.1&0\end{pmatrix},\quad
\tilde S'=\begin{pmatrix}0.1&0.1\\0.1&0.3\end{pmatrix}.$$

The condition $\det(S-\lambda\tilde S)=0$ is

$$(1-1.2\lambda)(1-1.6\lambda)-0.25(1-\lambda)^2=0.75-2.3\lambda+1.67\lambda^2=0,$$

with roots $\lambda_1=0.530195$ and $\lambda_2=0.847051$. Their square roots are $0.728145$ and $0.920354$. The normalized eigenvectors are the columns of

$$Z=\begin{pmatrix}0.535411&0.819402\\-0.829129&0.176377\end{pmatrix}.$$

For the element $N_{12}$ we need

$$(Z^\dagger S'Z)_{12}=0.1\,(0.535411\times0.176377-0.829129\times0.819402)=-0.058496 .$$

The same element of $Z^\dagger\tilde S'Z$ has the same value. The reason is that $\tilde S'-S'=\tfrac12(\tilde S-S)$ in this model, and (7) makes $\tilde S-S$ diagonal in the eigenbasis. Therefore

$$N_{12}=-0.058496\,(1-0.847051)=-0.008947,\qquad
N_{21}=-0.058496\,(1-0.530195)=-0.027482 .$$

Both are divided by $0.728145+0.920354=1.648499$, which gives $M_{12}=-0.005427$ and $M_{21}=-0.016671$. The diagonal numerators are $-0.166256$ and $-0.060357$. Divided by $2\times0.728145$ and $2\times0.920354$, they give $M_{11}=-0.114164$ and $M_{22}=-0.032790$. Transforming back with $Z^{-1}=Z^\dagger\tilde S$,

$$R'=\begin{pmatrix}-0.048948&0.058589\\0.019530&-0.098006\end{pmatrix}.$$

Finite differences of the definition (5) give the same six decimals. The commuting rule gives $0.056813$ for the upper right element, which is 3.0% below the correct value of that element.

## Second derivation: an integral over resolvents

### Symbols carried over

The overlap matrix $S$ and the relativistic metric $\tilde S=S+X^\dagger TX/(2mc^2)$ are Hermitian and positive definite. Here $T$ is the kinetic-energy matrix, and $X$ turns upper coefficients $a$ of positive-energy states into lower ones, $b=Xa$. The matrix $R$ is the root of $G=\tilde S^{-1}S$ with positive eigenvalues, and it obeys $R^\dagger\tilde SR=S$. The eigenvectors satisfy $SZ=\tilde SZ\Lambda$, $Z^\dagger\tilde SZ=1$ and $Z^{-1}=Z^\dagger\tilde S$, with $0<\lambda_i\le1$. A prime is a derivative with respect to a real parameter $\xi$. The first derivation gave $R'=ZMZ^{-1}$ with

$$M_{ij}=\frac{N_{ij}}{\sqrt{\lambda_i}+\sqrt{\lambda_j}},\qquad N=Z^{-1}G'Z=Z^\dagger S'Z-Z^\dagger\tilde S'Z\Lambda .$$

The potential matrix is $V$, and $w=W/(4m^2c^2)-T$, where $W$ represents $\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$. The upper coefficients obey $La=\varepsilon\tilde Sa$, with $L=V+TX+X^\dagger T+X^\dagger wX$.

The Sylvester equation has given $R'$ in closed form from $S'$ and $\tilde S'$, with one diagonalization serving all nuclear coordinates. It remains to derive the same result from an integral over resolvents, to obtain $\tilde S'$ itself, and to examine the role of $R'$ in the force, with platinum hydride as the example.

Numerical values quoted here were computed with a short program.
